\section*{Slope-dependent surface currents and the stability of a growing flat surface}

\section{Measuring the current that decides stability}

An atom that lands on a growing crystal wanders over a terrace until it meets a step or another atom. If hopping down a step costs extra energy, atoms are turned back at descending edges and are more likely to attach to an ascending step. On a tilted surface this produces a net uphill current. Hills then receive material at the expense of valleys, and a flat surface may break up into mounds. This is the Villain instability. The numerical task is to obtain the current as a function of slope and to find the sign of its derivative at zero slope.

\subsection{From a current to a growth rate}

Lengths along the surface are measured in lattice sites and heights in layers, so the slope $m$ is in layers per site. Let $F$ be the flux in layers per second and $J$ the net number of atoms crossing a bond in the $+x$ direction per second. With $h$ averaged over the transverse direction $y$, conservation of atoms gives
\begin{equation}
\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial x}+\text{noise}.
\label{eq:cont}
\end{equation}
Write $J=F\,j(m)$ with $m=\partial h/\partial x$. This local relation is the leading order in gradients and requires a wavelength long compared with the distance over which atoms attach. Reflection $x\to-x$ reverses both slope and current, so $j(-m)=-j(m)$ and $j(0)=0$. For small slopes $J\simeq Fj'(0)\,\partial h/\partial x$, and the mean of Eq.~\eqref{eq:cont} becomes
\begin{equation}
\frac{\partial h}{\partial t}=F-Fj'(0)\frac{\partial^2h}{\partial x^2}.
\label{eq:lin}
\end{equation}
Insert $h=Ft+A(t)\cos qx$. Since $\partial_x^2\cos qx=-q^2\cos qx$, the two minus signs cancel. With the deposited coverage $\theta=Ft$,
\begin{equation}
\frac{dA}{d\theta}=j'(0)\,q^2A .
\label{eq:growth}
\end{equation}
An uphill current, $j'(0)>0$, amplifies long ripples; a downhill current damps them. If $j'(0)=0$, higher orders decide. Even when $j'(0)>0$, terms of order $q^4$ can stabilize short ripples, so the sign alone does not select a mound spacing.

The state of the surface changes during growth, and $j$ depends on the coverage window in which it is measured. Here it is the average over the first layer, starting from a smooth staircase. Over that layer a small relative change of amplitude is $\Delta A/A\simeq j'(0)q^2$.

\subsection{A tilted cell without a cliff}

A cell of length $L$ carries the slope $m=k/L$, with integer $k$, through
\begin{equation}
h(x+L,y)=h(x,y)+k .
\label{eq:shift}
\end{equation}
Only one period is stored. When a site at $x=L-1$ looks right to $x=0$, $k$ is added to the stored neighbour height; when a site at $x=0$ looks left, $k$ is subtracted. Every comparison of heights uses the shifted value. The seam is then an ordinary place on the staircase, and Eq.~\eqref{eq:shift} fixes the mean slope however the surface evolves. The starting heights are $\lfloor kx/L\rfloor$.

The growth model is a square lattice of columns without overhangs. A top atom is mobile if all its lateral neighbour columns are lower; otherwise it is bound. A mobile atom attempts hops at total rate $D$, with equal probability for each direction. A hop to the same level is accepted. A hop to a lower level is accepted with probability
\begin{equation}
s=\exp(-E_{\rm ES}/k_{\rm B}T),
\end{equation}
where $E_{\rm ES}$ is the extra step-edge barrier.

With $S$ sites and $M$ mobile atoms, deposition has total rate $FS$ and hop attempts have total rate $DM$. One event is carried out as follows.
\begin{enumerate}
\item Choose deposition with probability $S/[S+(D/F)M]$ and place an atom on a random site.
\item Otherwise choose a random mobile atom and a random direction. If the hop is refused, record it as blocked and leave the surface unchanged.
\item If the hop is accepted, record its sign, move the atom and update the list of mobile atoms.
\end{enumerate}

The update is local. Suppose a mobile atom leaves a column of height $H$. Its neighbours had heights of at most $H-1$, and the column now has height $H-1$, so it still blocks them. Removal therefore frees no neighbour; only the source column needs a new examination. Now let an added atom raise a column from $H'-1$ to $H'$. A neighbour that was mobile had height at least $H'$. It stays mobile if it is higher than $H'$ and becomes bound if it equals $H'$. Only neighbours at that one level can be frozen.

\subsection{Two counters for one current}

Let $N_\pm$ be the accepted hops in the $\pm x$ directions during a window in which $N_{\rm dep}$ atoms arrive. The cell has $S$ bonds along $x$. In a time $\tau$ the mean current per bond is $(N_+-N_-)/(S\tau)$, while $N_{\rm dep}=FS\tau$ on average. Division by $F$ gives
\begin{equation}
j=\frac{N_+-N_-}{N_{\rm dep}},
\label{eq:hops}
\end{equation}
the net displacement per deposited atom, in sites. No clock is needed.

Blocked hops provide a second estimate. Let $U_\pm$ be all attempts and $B_\pm$ the blocked ones, so that $N_\pm=U_\pm-B_\pm$. Right and left are equally likely at each attempt, whatever the surface looks like, hence $\langle U_+-U_-\rangle=0$ and
\begin{equation}
\langle N_+-N_-\rangle=-\langle B_+-B_-\rangle .
\label{eq:blocked}
\end{equation}
The uphill current is thus the excess of refusals on the downhill side. If $s=1$, nothing is refused and the mean diffusion current vanishes at every tilt. In this model it is the barrier, and not the presence of steps, that drives diffusing atoms uphill. Both counters have the same mean, so their average is also unbiased, and its standard deviation cannot exceed the larger of the two.

\subsection{A limit that can be solved}

Consider a one-dimensional staircase with terraces of $l$ sites and so little flux that one atom attaches before the next arrives. Number the sites from the ascending step, $k=1$, to the descending edge, $k=l$. An atom at $k=1$ is bound at once; one that descends to $k=l+1$ is bound there. Let $p_k$ be the probability of ending below. In the interior $p_k=(p_{k-1}+p_{k+1})/2$, and $p_1=0$, so $p_k=a(k-1)$. At the edge, inward and accepted downward hops have weights $1$ and $s$:
\begin{equation}
p_l=\frac{p_{l-1}+s}{1+s}.
\end{equation}
Substituting the linear form gives
\begin{align}
a(l-1)(1+s)&=a(l-2)+s,\\
a&=\frac{s}{1+s(l-1)} .
\end{align}
An atom starting at $k$ moves uphill by $k-1$ with probability $1-p_k$ and downhill by $l+1-k$ with probability $p_k$. Its mean uphill displacement is
\begin{align}
d_k&=(k-1)(1-p_k)-(l+1-k)p_k\nonumber\\
&=(k-1)-l\,p_k=(k-1)(1-al).
\end{align}
Here $1-al=(1-s)/[1+s(l-1)]$. Arrivals are uniform, and the average of $k-1$ is $(l-1)/2$, so
\begin{equation}
j=\frac{(l-1)(1-s)}{2[1+s(l-1)]}.
\label{eq:flow}
\end{equation}
This vanishes for $s=1$ and equals $(l-1)/2$ for an impassable edge.

A second case adds downward sliding on arrival: an atom landing on the edge site drops immediately to the lower terrace. That site now contributes $-1$, and the others contribute $\sum_{k=1}^{l-1}(k-1)=(l-1)(l-2)/2$ times $1-al$. Hence
\begin{equation}
j_{\rm slide}=\frac1l\left\{\frac{(l-1)(l-2)(1-s)}{2[1+s(l-1)]}-1\right\}.
\label{eq:slide}
\end{equation}
At $s=1$ this is $-1/l=-m$, a downhill current.

For $l=6$ and $s=0.2$, Eq.~\eqref{eq:flow} gives $5(0.8)/[2(2)]=1$ site, and Eq.~\eqref{eq:slide} gives $(4-1)/6=0.5$ site. Simulations at $D/F=10^5$ yield $1.008\pm0.021$ and $0.516\pm0.015$ from the hop counter.

These formulas cannot supply $j'(0)$. As $l\to\infty$ with $s>0$, Eq.~\eqref{eq:flow} tends to $(1-s)/(2s)$ instead of zero, because it forbids atoms to meet on a wide terrace. Nucleation must be included before the slope is made small.

A four-site cell with one step, $s=0.5$ and $D/F=50$ tests that regime. Its stationary probabilities were found from the full set of transition rates, with the height range truncated at nine layers; truncation at seven changes the current by $8.6\times10^{-7}$ site. The result is $j=0.1492$, against $0.1451\pm0.0065$ from accepted hops and $0.1538\pm0.0023$ from blocked hops. The second deviation is two standard errors, within the five allowed in the test. Equation~\eqref{eq:flow} would give $0.30$: arrivals before the previous atom has attached, which that formula excludes, halve the current here.

\subsection{The derivative and its errors}

Half of the runs use $+k$ and half $-k$, and the current of the latter is reversed in sign before averaging. For $R$ independent runs with sample standard deviation $\sigma_R$, the standard error of $j$ is $\sigma_R/\sqrt R$, and that of $j/m$ is
\begin{equation}
\epsilon=\frac{\sigma_R}{m\sqrt R}.
\end{equation}
Small slopes are therefore expensive. Large slopes can introduce bias once neighbouring steps are close enough to compete for atoms. If $j$ is analytic at zero slope, oddness gives $j/m=j'(0)+cm^2+\cdots$. With $n$ deposited atoms in total and noise $\sigma_1$ per atom, the mean squared error is approximately
\begin{equation}
E(m)=c^2m^4+\frac{\sigma_1^2}{n m^2}.
\end{equation}
Setting $dE/dm=4c^2m^3-2\sigma_1^2/(nm^3)=0$ gives
\begin{equation}
m_{\rm opt}=\left(\frac{\sigma_1^2}{2c^2n}\right)^{1/6}.
\end{equation}
The sixth root means that even a much longer calculation justifies only a modest reduction in slope. Since $c$ is not known beforehand, several slopes are needed. Steps that are far apart contribute independently, so $j/m$ should then be constant. In that case the correction need not have the form $cm^2$, and $m_{\rm opt}$ is only a guide.

The example takes rough parameters in the regime of cold Fe(001) homoepitaxy: $T=220$ K, $F=0.03$ layers/s, a diffusion barrier of 0.45 eV, $E_{\rm ES}=0.05$ eV, an attempt rate of $10^{12}$ s$^{-1}$ and a lattice spacing of 0.287 nm. They give $D=49.1$ s$^{-1}$, $D/F\simeq1640$ and $s=0.0715$. In cells of $40\times16$ sites the first-layer averages are
\begin{center}
\begin{tabular}{ccc}
$m$ & $j$ (sites) & $j/m$ (sites$^2$)\\
0.025 & $0.034\pm0.007$ & $1.34\pm0.29$\\
0.050 & $0.082\pm0.008$ & $1.64\pm0.17$\\
0.100 & $0.143\pm0.008$ & $1.43\pm0.08$
\end{tabular}
\end{center}
The two smallest slopes agree within their errors. Weighting them by $1/\epsilon^2$ gives
\begin{equation}
j'(0)\simeq\frac{1.34/0.29^2+1.64/0.17^2}{1/0.29^2+1/0.17^2}\simeq1.6\ \text{sites}^2,
\end{equation}
with standard error $(1/0.29^2+1/0.17^2)^{-1/2}\simeq0.15$. The unrounded data give $1.57\pm0.15$, positive by about ten standard errors. The value at $m=0.1$ shows no resolved curvature, though it does not exclude a bias of the size of the error.

Equation~\eqref{eq:lin} has the form of diffusion with coefficient
\begin{equation}
-j'(0)F(0.287\ \text{nm})^2\simeq-0.0039\ \text{nm}^2/\text{s}.
\end{equation}
Its negative sign expresses the instability.

\subsection{The window matters}

When the window is moved from the first layer to the next three, at the same slope $m=0.1$ and with the same rules and cell, $j/m$ falls from $1.43\pm0.08$ to $0.43\pm0.04$ sites$^2$. The late value comes from only four runs, so its standard error is itself uncertain by about 40\%; the fall is much larger than that. The hop rules do not depend on time, so the change must come from the surface configuration. In single untilted runs the rms height is 0.76 layer after one layer and 1.33 after four; without a barrier it is 0.66 after four. The late average describes a more strongly roughened surface. The first-layer value is itself an average over a changing surface: within that layer $j/m$ falls from about 4 sites$^2$ in the first twentieth, when few islands exist, to about 1 in the second half. The quoted $j'(0)$ therefore gives the ripple growth accumulated over the first layer, not the instantaneous rate on an ideally flat surface.

\subsection{A ripple as a direct test}

An untilted surface was given a ripple of 60 sites, or 17.2 nm, with amplitude 1.135 layers. The predicted relative growth during the first layer is
\begin{equation}
j'(0)q^2=1.57\left(\frac{2\pi}{60}\right)^2\simeq0.017 .
\end{equation}
Random arrivals would hide this. If $n_i$ atoms land on site $i$, they change the amplitude by $(2/S)\sum_i n_i\cos qx_i$. Each $n_i$ has variance close to $\theta$, and $\sum_i\cos^2qx_i=S/2$, so the variance is $2\theta/S$. For $\theta=1$ and $S=60\times16=960$ the standard deviation is 0.046 layer per run, more than twice the expected change. The arrivals at each site are therefore recorded and subtracted from the height change, leaving the part caused by atom motion.

That part is $0.0182\pm0.0010$ layer. Division by 1.135 gives a growth of $0.0161\pm0.0009$, in agreement with the predicted $0.0172\pm0.0016$. This checks both the sign and the size of Eq.~\eqref{eq:growth}.

With no barrier but with sliding on arrival, the tilted surface gives $j/m=-0.79\pm0.07$ sites$^2$ at $m=0.05$. The ripple changes by $-0.0120\pm0.0013$ layer, a relative change of $-0.011$; the current predicts $-0.79(2\pi/60)^2\simeq-0.009$. The surface is stabilized, as the downhill current requires. The current is weaker than the $-m$ of straight steps, by about three standard errors.

\subsection{What the verdict means for a real surface}

Mounds do form in Fe(001) homoepitaxy, but the numbers above belong to the model. The most consequential simplification examined is the landing rule. On the real body-centred cubic surface an atom needs support from the atoms below and may not remain where it strikes a step edge. Allowing every such atom to slide down, with all other settings held fixed, reduces $j/m$ at $m=0.05$ from $1.64\pm0.17$ to $0.41\pm0.14$ sites$^2$. The first-layer average remains uphill, but by only about three standard errors. Nearly all of it arises in the first quarter of a layer; afterwards, up to four layers, the current with sliding is zero within about $0.1$ sites$^2$ in $j/m$. With this landing rule the model does not show a lasting instability. A quantitative prediction for iron would need the true landing rule.

Doubling the cell length at the same slope gives $1.43\pm0.19$ sites$^2$, a change within the noise. The width of 16 sites was not varied, so the errors quoted for $j'(0)$ are statistical and do not include a possible effect of the width. For an assumed extra 0.6 eV, bond breaking occurs about $3\times10^{-11}$ times per atom and layer. For an assumed extra 0.2 eV, diffusion along edges amounts to about 0.04 hop per atom and layer. The latter estimate depends exponentially on a barrier that is only assumed: an extra 0.1 eV would give about 8 hops per atom and layer, and edge diffusion could then not be neglected. The chosen temperature also matters: at 300 K the same barriers and flux give $D/F\simeq9\times10^5$, far above the 1640 used for this surface, so neither the magnitude of $j'(0)$ nor the duration of the nearly flat stage should be carried over. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
4-site cell, D/F=50, s=0.5: master equation j = 0.1492 sites
  states 3439, truncation change 8.6e-07 sites
  net-hop counter 0.1451 +- 0.0065 sites
  blocked-hop counter 0.1538 +- 0.0023 sites
  step-flow formula without nucleation 0.3000 sites
Step flow l=6, s=0.2, D/F=1e5, no sliding: formula 1.0000 sites
  net-hop counter 1.0084 +- 0.0213 sites
Step flow l=6, s=0.2, D/F=1e5, with sliding: formula 0.5000 sites
  net-hop counter 0.5155 +- 0.0151 sites
Example: T = 220 K, F = 0.03 layers/s, spacing = 0.287 nm
  barriers: diffusion 0.45 eV, extra at step 0.05 eV; attempts 1e+12 1/s
  D = 49.1 1/s, D/F = 1638, s = 0.0715
  cell 40 x 16 sites, window: first layer
m = 0.025 (40 runs): hops 0.034 +- 0.008, blocked 0.033 +- 0.009 sites
  average j = 0.034 +- 0.007 sites, j/m = 1.34 +- 0.29 sites^2
m = 0.050 (32 runs): hops 0.080 +- 0.011, blocked 0.084 +- 0.010 sites
  average j = 0.082 +- 0.008 sites, j/m = 1.64 +- 0.17 sites^2
m = 0.100 (24 runs): hops 0.135 +- 0.011, blocked 0.150 +- 0.014 sites
  average j = 0.143 +- 0.008 sites, j/m = 1.43 +- 0.08 sites^2
j'(0) = 1.57 +- 0.15 sites^2 (positive: unstable)
Negative diffusivity -J'(0) = -0.0039 nm^2/s
Late window, layers 1 to 4, m = 0.100: j/m = 0.43 +- 0.04 sites^2
  rms height, no tilt: 0.76 after 1 layer, 1.33 after 4 layers
  rms height after 4 layers without barrier: 0.66 layers
No barrier, with sliding, m = 0.050: j/m = -0.791 +- 0.073 sites^2
Ripple of 60 sites = 17.2 nm, first layer: start amplitude 1.135 layers
  change by atom motion, barrier: 0.0182 +- 0.0010 layers
  same without barrier, with sliding: -0.0120 +- 0.0013 layers
  arrival noise removed, per run: 0.046 layers
  growth rate observed 0.0161 +- 0.0009 per layer
  predicted j'(0) q^2 = 0.0172 +- 0.0016 per layer
  predicted rate in time 5.15e-04 1/s
Left out, sized at m = 0.050 in the first layer:
  reference j/m = 1.64 +- 0.17 sites^2
  with sliding on arrival 0.41 +- 0.14 sites^2
  cell of doubled length 1.43 +- 0.19 sites^2
  bond breaking, assumed extra 0.6 eV: 2.9e-11 events per atom and layer
  edge diffusion, assumed extra 0.2 eV: 4.3e-02 hops per atom and layer
  D/F at 300 K would be 9.2e+05
\end{verbatim}
